# Correlated-k Sky Emission and the Error of Consistent Ordering

A line-by-line calculation of the night-time cooling of a surface under a clear sky follows many frequencies through the atmosphere. High up, where the pressure is low, absorption lines are only thousandths of a wavenumber wide, so a uniform grid that resolves them has tens of thousands of frequencies even in a band of 20 cm⁻¹. The correlated-k method needs perhaps sixteen, provided that the frequencies at which the gas absorbs strongly near the ground are also those at which it absorbs strongly higher up. If they are not, the predicted cooling is wrong, and adding quadrature points does not cure it.

## Two layers and two half-bands

Divide a band into two equal halves, A and B, and the air into two layers. The vertical optical depths are

| | half A | half B |
|---|---:|---:|
| upper layer | $a$ | $0$ |
| lower layer | $0$ | $a$ |

A vertical ray meets total depth $a$ in either half, so the band-mean transmittance is

$$T_{\rm line}=\tfrac12e^{-a}+\tfrac12e^{-a}=e^{-a}.$$

Correlated-k sorts each layer separately from weak to strong absorption. Both layers become $(0,a)$. The first sorted position now has total depth $0$ and the second has $2a$:

$$T_{\rm sorted}=\tfrac12\left(1+e^{-2a}\right).$$

The difference is a perfect square:

$$T_{\rm sorted}-T_{\rm line}=\tfrac12\left(1-2e^{-a}+e^{-2a}\right)=\tfrac12(1-e^{-a})^2\ge0 .$$

For $a=1$ it is $0.200$. Sorting has stacked the two absorbers in one half of the band and opened a clear path in the other. Had both layers absorbed in the same half, sorting would have changed nothing.

Each layer alone still has the correct mean transmittance, $(1+e^{-a})/2$. Checking single layers therefore cannot reveal the error, which lies in how the layers are paired.

## Emission from many layers

Number the layers $i=1,\ldots,n$ upward from the ground. Each is isothermal, with vertical optical depth $\tau_i(\nu)$ at wavenumber $\nu$. Scattering is neglected, no thermal radiation enters from space, and the band is narrow enough for one Planck radiance $B_i$ per layer. Let $\mu$ be the cosine of the zenith angle, so that the slant depth is $\tau_i/\mu$.

Along the slant depth $x$ within a layer, $dI/dx=B_i-I$. Hence $I-B_i$ decays as $e^{-x}$, and

$$I_{\rm out}=I_{\rm in}e^{-\tau_i/\mu}+B_i\left(1-e^{-\tau_i/\mu}\right).$$

Start with $I=0$ at the top and apply this down to the ground. With

$$t_i=\exp\left(-\frac1\mu\sum_{j=1}^{i}\tau_j\right),\qquad t_0=1,$$

layer $i$ contributes its emission $B_i(1-e^{-\tau_i/\mu})$ times the transmittance $t_{i-1}$ of the air below it, which is $B_i(t_{i-1}-t_i)$. Write $\langle\cdot\rangle$ for the band mean and $T_i=\langle t_i\rangle$. Then

$$\begin{aligned}
I&=\sum_{i=1}^{n}B_i(T_{i-1}-T_i)\\
&=B_1+\sum_{i=1}^{n-1}B_{i+1}T_i-\sum_{i=1}^{n}B_iT_i\\
&=B_1-\sum_{i=1}^{n-1}(B_i-B_{i+1})T_i-B_nT_n .
\end{aligned}$$

The second line shifts the index in the first sum and uses $T_0=1$. The downward flux in a band of width $\Delta\nu$ is

$$F=2\pi\Delta\nu\int_0^1 I(\mu)\,\mu\,d\mu .$$

## When sorting is exact

Let $\tau_i^*(g)$ be $\tau_i$ rearranged in nondecreasing order, where $0<g<1$ is the fraction of the band passed. Rearrangement preserves the fraction of the band lying in any interval of optical depth. For one layer, therefore,

$$\langle f(\tau_i)\rangle=\int_0^1 f(\tau_i^*(g))\,dg .$$

For several layers, suppose that $\tau_i(\nu)=H_i(s(\nu))$, with one function $s$ for all layers and every $H_i$ nondecreasing. Sorting $s$ then sorts every layer at once: $\tau_i^*(g)=H_i(s^*(g))$. The layers stay correctly paired, and correlated-k is exact.

An infinite comb of equal Lorentz lines with spacing $d$ has this property even though pressure changes the half-width $\gamma$. Let $\theta=2\pi\nu/d$, with a line at $\nu=0$, and $q=e^{-2\pi\gamma/d}$. The Fourier series of the periodic sum of unit-area lines is

$$\frac1d\left[1+2\sum_{m=1}^{\infty}q^m\cos m\theta\right]
=\frac1d\,\frac{1-q^2}{1-2q\cos\theta+q^2},$$

by summing a geometric series. Dividing numerator and denominator by $2q$ gives

$$\frac1d\,\frac{\sinh\alpha}{\cosh\alpha-\cos\theta},\qquad \alpha=\frac{2\pi\gamma}{d}.$$

This rises with $\cos\theta$ for every $\alpha>0$, so all pressures share one ordering. At distance $x\le d/2$ from the nearest line, the fraction of the band with weaker absorption is $g=1-2x/d$. Thus $\cos\theta=\cos[\pi(1-g)]=-\cos\pi g$, and the sorted profile is proportional to $\sinh\alpha/(\cosh\alpha+\cos\pi g)$.

## The sign of the ordering error

The inequality found by hand holds for any number of layers. Set $f_j=e^{-\tau_j/\mu}$, which lies between 0 and 1, and write it as the length of the interval of thresholds below it:

$$f_j=\int_0^1\mathbf 1[f_j>u_j]\,du_j .$$

Multiply these expressions for the lowest $i$ layers and average over the band. The mean product of indicators is the fraction $P$ of the band in which all the conditions hold:

$$T_i^{\rm line}=\int_0^1\!\cdots\!\int_0^1 P(f_1>u_1,\ldots,f_i>u_i)\,du_1\cdots du_i .$$

A joint fraction cannot exceed the smallest of the separate fractions, so

$$T_i^{\rm line}\le\int_0^1\!\cdots\!\int_0^1\min_jP(f_j>u_j)\,du_1\cdots du_i=T_i^{\rm sorted}.$$

The last equality holds because, after sorting, each condition selects an interval starting at $g=0$. The intervals are nested, and their intersection is the shortest.

Let $\Delta T_i=T_i^{\rm sorted}-T_i^{\rm line}\ge0$. Subtracting the two forms of the radiance removes the common term $B_1$:

$$I_{\rm line}-I_{\rm sorted}=\sum_{i=1}^{n-1}(B_i-B_{i+1})\Delta T_i+B_n\Delta T_n .$$

If $B_i$ does not increase with height, every term is nonnegative. Sorted emission is then never too large, and the net cooling of a black surface, which is its own emission minus $F$, is never too small. In an isothermal sky only $B_n\Delta T_n$ remains, so the error comes entirely from the transmittance to space.

A temperature inversion can reverse the sign. Put a grey third layer of depth 5 above the two half-band layers, with $a=1$. The lowest layer alone has $\Delta T_1=0$, and $\Delta T_3=e^{-5/\mu}\Delta T_2$. Hence

$$I_{\rm line}-I_{\rm sorted}=\Delta T_2\left[B_2-B_3(1-e^{-5/\mu})\right],\qquad
\Delta T_2=\tfrac12(1-e^{-1/\mu})^2 .$$

With $B_2=1$ and $B_3=0.8$, angular integration gives a flux difference of $+0.196$ in the same arbitrary units. With a warm upper layer, $B_3=3$, it gives $-1.949$: the clear path opened by sorting now exposes a bright source.

## Thin air, and a bound from the other side

When the total slant depth is small at every frequency, use $e^{-x}\simeq1-x+x^2/2$ with $x=\sum_i\tau_i/\mu$. Sorting changes neither $\langle\tau_i\rangle$ nor $\langle\tau_i^2\rangle$. Only the cross terms survive; each pair appears twice in the square, which cancels the factor $1/2$:

$$\Delta T_n\simeq\frac1{\mu^2}\sum_{i<j}\left(\langle\tau_i^*\tau_j^*\rangle-\langle\tau_i\tau_j\rangle\right).$$

At a fixed angle the transmittance error is thus second order in the amount of gas, and it measures the covariance that sorting adds. The flux error falls a little more slowly. If all depths are scaled by a small factor $\varepsilon$, the integrand $\mu\cdot\mu^{-2}$ applies only to rays that are still thin, roughly $\mu\gtrsim\varepsilon$, so the flux error behaves as $\varepsilon^2\ln(1/\varepsilon)$.

A different reduction errs the other way. Divide the frequencies into bins that are the same for all layers, and replace $\tau_i$ in each bin by its bin mean. Since $e^{-x}$ is convex, Jensen's inequality gives, within a bin,

$$\left\langle e^{-\sum_j\tau_j/\mu}\right\rangle_{\rm bin}\ge
e^{-\sum_j\langle\tau_j\rangle_{\rm bin}/\mu}.$$

Binning therefore underestimates transmittance. Under the same condition on $B_i$,

$$F_{\rm sorted}\le F_{\rm line}\le F_{\rm binned}.$$

## The algorithm

1. For each layer, compute $\tau_i$ on a fine frequency grid and sort it.
2. Choose nodes $g_m$ and weights $w_m$ with $\sum_m w_m=1$. Here half are Gauss–Legendre nodes on $0<g<0.9$ and half on $0.9<g<1$, where the line cores make $\tau_i^*$ steep.
3. Interpolate $\tau_i^*(g_m)$ and run the layer recursion once per node and angle.
4. Sum the fluxes with weights $w_m$.

The total error has two parts:

$$F_M-F_{\rm line}=(F_M-F_{\rm sorted})+(F_{\rm sorted}-F_{\rm line}).$$

The first is quadrature error and may have either sign. The second is ordering error, which remains when the number of nodes $M$ grows. The bound above belongs to the fully resolved sorted flux, not to $F_M$.

## A band at the edge of the atmospheric window

Take 740–760 cm⁻¹, near 13 µm, with 20,000 frequencies and twenty layers of equal pressure thickness between 1000 hPa and zero. The ground is at 290 K; the air cools by 6.5 K/km down to a floor of 215 K. The column holds 20 kg/m² of water vapour, with mixing ratio proportional to pressure cubed, and 420 ppm of well-mixed CO2.

The lines are synthetic and extend 10 cm⁻¹ beyond each band edge. Twenty water lines have random positions, strengths spread evenly in logarithm from $10^{-25}$ to $10^{-22}$ cm/molecule, and lower-state energies $E$ from 200 to 2000 cm⁻¹. The CO2 lines are 1.5 cm⁻¹ apart, each with strength $2\times10^{-22}$ cm/molecule and $E=1000$ cm⁻¹. Strengths refer to 296 K and vary as

$$\frac{S(T)}{S(296)}=\left(\frac{296}{T}\right)^r
e^{-c_2E(1/T-1/296)}
\frac{1-e^{-c_2\nu_0/T}}{1-e^{-c_2\nu_0/296}},$$

where $T$ is in kelvin, $c_2=hc/k_B$, $\nu_0$ is the line centre, and $r=1.5$ for water and 1 for CO2. The Lorentz half-width is $0.08\,(p/1000\ {\rm hPa})(296/T)^{0.7}$ cm⁻¹. Four Gauss–Legendre angles in $\mu$ give the flux.

The line-by-line flux is 3.4176 W/m² and the fully sorted flux is 3.3858 W/m². The ordering error is

$$3.4176-3.3858=0.0318\ {\rm W/m^2},$$

or 0.93% of the sky flux. A black surface at 290 K emits 7.8327 W/m² in the band. Its net radiative cooling is therefore $7.8327-3.4176=4.4151$ W/m² line by line and $7.8327-3.3858=4.4469$ W/m² after sorting, an overestimate of 0.72%.

The vertical transmittance rises from 0.6040 to 0.6117, a change of 0.0077. The thin-air formula would give 0.647, which is useless here because the column depth reaches 19 at the strongest frequency. Saturation removes most of the second-order error.

| $g$ nodes | quadrature error, mW/m² | total error, mW/m² |
|---:|---:|---:|
| 4 | +83.7 | +51.9 |
| 8 | +7.7 | −24.1 |
| 16 | +0.0 | −31.8 |
| 32 | −1.3 | −33.1 |

Eight nodes come closer to the line-by-line flux than sixteen because their two errors partly cancel. The nearly vanishing quadrature error at sixteen is also fortunate, since it is larger again at thirty-two. For these lines the quadrature error stays within about 1.3 mW/m² from fourteen to thirty-two nodes. For eight other random sets of water lines it reaches about 6 mW/m² at sixteen nodes and stays below 2 mW/m² at thirty-two.

Sixteen nodes replace 20,000 frequencies, a factor of 1250 in recursions, not counting the cost of preparing the sorted tables. Sixteen equally spaced frequencies cost the same, but their root-mean-square error over all starting positions is 282 mW/m², about nine times the correlated-k error. This error does not fall steadily with the number of frequencies: it is about 450 mW/m² with twenty and 78 mW/m² with twenty-five. With a hundred it is 26 mW/m², slightly below the correlated-k error, so the saving at equal accuracy is far smaller than 1250.

For the upper bound, sort the frequencies by total column depth and cut them into equally populated bins. Sixteen bins give 3.444 W/m², one hundred give 3.430, and one thousand give 3.429. With the last value the bracket is 3.386–3.429 W/m². The slow approach to 3.418 shows that frequencies with nearly equal column depth can still distribute that depth differently with height.

## What disturbs the ordering

The Spearman rank correlation between the absorption of the lowest layer and that at 475 hPa is 0.91; at 25 hPa it is 0.61. To find the cause, change one ingredient at a time and keep the other settings fixed:

| case | ordering error, mW/m² |
|---|---:|
| full model | 31.8 |
| water only | 1.4 |
| CO2 only | below 0.001 |
| water made well mixed | 3.4 |
| line temperature fixed at 296 K | 36.1 |
| line pressure fixed at 500 hPa | 35.8 |

In this example the differing height profiles of the two gases matter most. Water lines help to set the order near the ground, while CO2 dominates aloft. Sorting then places strong water absorption on top of strong CO2 absorption, although the actual lines need not coincide. Fixing the line temperature or pressure does not reduce the error. When the gas profiles, line temperature and line pressure are all fixed, the layers have proportional spectra and the error vanishes to rounding.

Twenty further random sets of water lines give ordering errors from 4 to 34 mW/m², with mean 24 mW/m². The main example lies in the upper part of this range, whose ends are not fixed by so few draws.

## Beside a real clear sky

The temperature, water column and line widths are of the rough size found under a mid-latitude clear sky. The assumed water amount exceeds ice saturation in the two layers between 200 and 300 hPa, by up to about 50% (the continuous profile does so from about 180 to 320 hPa, by up to about 70%), but capping it at saturation changes the flux by less than 0.1 mW/m². The spectrum is not that of real air. Real CO2 lines differ in strength and lower-state energy, so the almost perfect ordering of the CO2 comb is favourable to the method. The largest omission examined is the water continuum. An assumed grey depth of 0.5, concentrated near the ground with density proportional to pressure to the sixth power, raises the sky flux by 2.08 W/m² and nearly halves the net cooling. It also lowers the ordering error to 14.7 mW/m². The reason is that a grey depth $C_i$ below level $i$ leaves the order unchanged and multiplies $\Delta T_i$ by $e^{-C_i/\mu}\le1$. These figures depend strongly on the assumed depth: with about 0.32 instead of 0.5, the flux rises by about 1.5 W/m² and the net cooling falls by about a third.

Other changes to the line-by-line flux are smaller: +12.6 mW/m² when water lines are broadened five times as strongly by water as by air, +5.7 when the layers are made half as thick and twice as many (+7.6 with 160 layers, where the ordering error is 32.0 mW/m² and the cooling overestimate 0.73%, so the twenty-layer fluxes are not converged beyond about 0.01 W/m²), +4.3 when the Planck function varies across the band, −1.4 with 24 angles, and +0.02 with Doppler broadening. Cloud, aerosol, other gases and table interpolation remain outside the estimate. For a cooler that emits across the whole window, the calculation must be repeated band by band; the 0.72% found here cannot simply be carried over.
